# Lanthanide spin polarisation and the separation of contact and pseudocontact shifts

A ligand nucleus in a paramagnetic lanthanide complex can show almost no paramagnetic shift and still be strongly affected by the ion. In the model complex treated below, the ytterbium ion shifts a proton by \(-0.32\) ppm. This is the sum of a contact shift of \(+2.25\) ppm, which measures spin density at the nucleus, and a pseudocontact shift of \(-2.57\) ppm, which depends on where the nucleus sits. Read as a pure contact shift, the total gives a hyperfine constant of the wrong sign and size; read as a pure pseudocontact shift, it gives a wrong geometry. One shift cannot fix two unknowns. A series of lanthanides can, provided that the dependence of each part on the ion is known beforehand.

Take a free trivalent ion with quantum numbers \(L,S\) and spin-orbit coupling \(\lambda\,\mathbf L\cdot\mathbf S\), all angular momenta being in units of \(\hbar\). The field adds \(\mu_B\mathbf B\cdot(\mathbf L+2\mathbf S)\), with the electron spin factor set to 2. Suppose first that only the lowest level \(J\) matters, and write \(X=J(J+1)\), \(Y=L(L+1)\).

Inside one level the matrix elements of any vector operator are proportional to those of \(\mathbf J\), by the Wigner-Eckart theorem. Hence \(\mathbf S=c\,\mathbf J\) there. Taking the scalar product with \(\mathbf J\), which does not lead out of the level, gives \(c=\mathbf S\cdot\mathbf J/X\). Squaring \(\mathbf L=\mathbf J-\mathbf S\) gives

\[
\mathbf S\cdot\mathbf J=\tfrac12\,[X+S(S+1)-Y].
\]

Since \(\mathbf L+2\mathbf S=\mathbf J+\mathbf S\), the moment operator is \(-g_J\mu_B\mathbf J\) with

\[
g_J=1+\frac{X+S(S+1)-Y}{2X},\qquad \mathbf S=(g_J-1)\,\mathbf J .
\]

The state \(M\) has energy \(g_J\mu_BB_0M\). For \(\mu_BB_0\ll kT\) its Boltzmann factor is \(1-g_J\mu_BB_0M/kT\). The average of \(M\) over the level is zero and that of \(M^2\) is \(X/3\), so

\[
\langle J_z\rangle=-\frac{g_J\mu_BB_0X}{3kT},
\]

\[
\langle S_z\rangle=-\frac{\mu_BB_0}{3kT}\,s,\qquad s=g_J(g_J-1)J(J+1).
\]

This is the Golding-Halton result for a single level. One factor \(g_J\) measures how strongly the field orients \(\mathbf J\); the factor \(g_J-1\) measures how much spin \(\mathbf J\) carries.

The sign of \(s\) follows from Hund's third rule. For a shell less than half full, \(J=L-S\), and the expression above becomes \(\mathbf S\cdot\mathbf J=-SJ\). Then \(g_J-1=-S/(J+1)\) and \(s=-g_JSJ\). The magnetic moment is along the field but the spin is opposed to \(\mathbf J\), so \(\langle S_z\rangle>0\). For \(J=L+S\) one finds \(\mathbf S\cdot\mathbf J=S(J+1)\), hence \(g_J-1=S/J\) and \(s=g_JS(J+1)>0\). For Dy, with \(S=5/2\), \(J=15/2\), \(g_J=4/3\), this is \(s=\tfrac43\times2.5\times8.5=28.33\), and \(\langle S_z\rangle=-0.0211\) at 1 T and 300 K.

The single-level formula gives zero for Eu, whose ground level has \(J=0\). The field, however, mixes levels, and excited levels may be populated. The operator \(J_z\) does not connect different levels, so the mixing comes from \(\mu_BB_0S_z\) alone, and \(S_z\) connects \(J\) with \(J\pm1\) at equal \(M\). First-order perturbation of the state changes its spin by

\[
\delta\langle S_z\rangle_{JM}=-2\mu_BB_0\sum_{J'\ne J}\frac{|\langle J'M|S_z|JM\rangle|^2}{E_{J'}-E_J}.
\]

Define \(T(J,J')=\sum_M|\langle J'M|S_z|JM\rangle|^2\). The average over \(M\) of this change is \(-\mu_BB_0W_J\), where

\[
W_J=\frac{2}{2J+1}\sum_{J'=J\pm1}\frac{T(J,J')}{E_{J'}-E_J}.
\]

The sums \(T\) follow from a trace. By isotropy, the trace of \(S_z^2\) over a level is \((2J+1)S(S+1)/3\). Inserting a complete set of states splits it into the part diagonal in \(J\), which is \((2J+1)(g_J-1)^2X/3\), and the rest:

\[
T(J,J-1)+T(J,J+1)=\frac{2J+1}{3}\,[S(S+1)-(g_J-1)^2X].
\]

At the smallest \(J\) the first term is absent. The equation then yields \(T(J,J+1)\), and by the symmetry of \(T\) all others in turn. Adding the Curie part and weighting the levels,

\[
\langle S_z\rangle=-\mu_BB_0\,
\frac{\sum_J(2J+1)e^{-E_J/kT}\left[\dfrac{g_J(g_J-1)X}{3kT}+W_J\right]}{\sum_J(2J+1)e^{-E_J/kT}} .
\]

For Eu, \(L=S=3\), so \(T(0,1)=S(S+1)/3=4\) and \(W_0=8/E_1\), with \(E_1\) the first excitation energy. At low temperature \(\langle S_z\rangle\to-8\mu_BB_0/E_1\), independent of \(T\).

To see the size of these terms, give every ion the same round spin-orbit parameter, 1500 cm⁻¹, with \(\lambda\) equal to this value divided by \(2S\), positive below half filling and negative above. Then \(E_1=250\) cm⁻¹ for Eu, against \(kT=208.5\) cm⁻¹ at 300 K. Define an effective \(s\) as \(-3kT\langle S_z\rangle/\mu_BB_0\). It is 10.6 for Eu instead of 0, and \(-0.10\) for Sm instead of \(-1.79\). For Ce, Pr and Nd the single-level magnitude is reduced by 4 to 6 per cent; from Tb to Yb it grows by about 1 per cent. Diagonalising the complete \(LS\) multiplet in a field confirms these values. The single-level formula is thus usable for most of the series in this model, but not for Sm and Eu, which are left out below. Real spin-orbit parameters rise along the series, from about 650 cm⁻¹ for Ce to about 2900 cm⁻¹ for Yb; with such values the reduction for Ce, Pr and Nd is 8 to 10 per cent, while the growth from Tb to Yb stays near 1 per cent or somewhat below.

Now let a ligand nucleus with gyromagnetic ratio \(\gamma\) couple to the spin through \(A\,\mathbf I\cdot\mathbf S\), where \(A\) is an isotropic energy. If the electron relaxes quickly, the nucleus sees the average spin:

\[
H_I=-\hbar\gamma B_0I_z+A\langle S_z\rangle I_z
=-\hbar\gamma\left(B_0-\frac{A\langle S_z\rangle}{\hbar\gamma}\right)I_z .
\]

Counting a shift as positive when the local field is increased,

\[
\delta_{\rm con}=-\frac{A\langle S_z\rangle}{\hbar\gamma B_0}=F\,s,\qquad
F=\frac{A\mu_B}{3kT\hbar\gamma}.
\]

The pseudocontact shift needs an anisotropic susceptibility, which the ligands produce. Let their axial field act on the f electrons as \(a\sum_i(3\cos^2\theta_i-1)\), with \(a\) an energy. Within the level this is a rank-2 operator, so it equals

\[
H_c=\alpha_Ja\,O,\qquad O=3J_z^2-X .
\]

The number \(\alpha_J\) depends on the ion and is found in two stages. For an f orbital with projection \(m\), the recursion for \(\cos\theta\,Y_{3m}\) gives

\[
\langle\cos^2\theta\rangle_m=\frac{16-m^2}{63}+\frac{9-m^2}{35}=\frac{23-2m^2}{45},
\]

and therefore \(\langle3\cos^2\theta-1\rangle_m=(24-6m^2)/45\). The state with \(M_L=L\), \(M_S=S\) of the Hund term is a single determinant, in which \(3L_z^2-Y=L(2L-1)\). Hence, for \(L>0\),

\[
\alpha_L=\frac{1}{L(2L-1)}\sum_{i}\frac{24-6m_i^2}{45}.
\]

To pass from \(L\) to \(J\), form for \(\mathbf V=\mathbf L\) or \(\mathbf J\) the tensor

\[
Q^V_{ab}=\tfrac32(V_aV_b+V_bV_a)-V^2\delta_{ab}.
\]

Within the level \(Q^L_{ab}=\rho\,Q^J_{ab}\), and \(\rho\) follows by contracting both sides with \(Q^J_{ab}\). Let \(K=\mathbf L\cdot\mathbf J=\tfrac12[X+Y-S(S+1)]\). Since \(K\) commutes with \(\mathbf J\), \(\sum L_aL_bJ_bJ_a=\sum_aL_aKJ_a=K^2\). Exchanging the last two factors adds \(i\,(\mathbf L\times\mathbf L)\cdot\mathbf J=-K\), because \(\mathbf L\times\mathbf L=i\mathbf L\); thus \(\sum L_aL_bJ_aJ_b=K^2-K\). The product of the symmetrised pairs is the mean of the two, \(K^2-K/2\). The terms with \(\delta_{ab}\) contribute \(-3XY-3XY+3XY\), so

\[
\sum_{ab}Q^L_{ab}Q^J_{ab}=9K^2-\tfrac92K-3XY .
\]

Replacing \(\mathbf L\) by \(\mathbf J\) means \(K=Y=X\), which gives \(\tfrac32X(4X-3)\). The quotient is

\[
\frac{\alpha_J}{\alpha_L}=\rho=\frac{6K^2-3K-2XY}{X(4X-3)} .
\]

For Dy the seven spin-up electrons contribute nothing and the other two have \(m=3,2\), so the sum is \(-2/3\) and \(\alpha_L=-2/135\). With \(X=63.75\), \(Y=30\), \(K=42.5\), the ratio is \(6885/16065=3/7\), and \(\alpha_J=-2/315=-0.00635\). Explicit many-electron states of the shells with 2, 3, 11 and 12 f electrons confirm both this reduction and \(\mathbf S=(g_J-1)\mathbf J\).

For a field along axis \(a\), the moment operator is \(M_a=-g_J\mu_BJ_a\). Put \(\beta=1/kT\) and expand the Boltzmann operator to first order in the field:

\[
e^{-\beta(H_c-BM_a)}\simeq e^{-\beta H_c}+B\int_0^\beta d\tau\,e^{-(\beta-\tau)H_c}M_ae^{-\tau H_c}.
\]

Multiply by \(M_a\) and take the trace; the zero-field moment vanishes by time reversal. Expanding the integrand to first order in \(H_c\) gives \(\mathrm{Tr}M_a^2\), minus \((\beta-\tau)\mathrm{Tr}(H_cM_a^2)\), minus \(\tau\,\mathrm{Tr}(M_aH_cM_a)\). The last two traces are equal by cyclic order, so the integral is \(\beta\,\mathrm{Tr}M_a^2-\beta^2\,\mathrm{Tr}(H_cM_a^2)\). Because \(\mathrm{Tr}H_c=0\), the partition function remains \(2J+1\) at this order. With susceptibility per ion defined as \(\mu_0\) times moment over field,

\[
\chi_{aa}=\mu_0g_J^2\mu_B^2\left[\frac{X}{3kT}-\frac{1}{(kT)^2}\frac{\mathrm{Tr}(H_cJ_a^2)}{2J+1}\right].
\]

The averages of \(M^2\) and \(M^4\) over the level are \(X/3\) and \(X(3X-1)/15\), so the average of \(O^2\) is

\[
\frac{9X(3X-1)}{15}-2X^2+X^2=\frac{X(4X-3)}{5}.
\]

Writing \(J_z^2=(O+X)/3\), the trace term for \(z\) is \(\alpha_JaX(4X-3)/15\). Since \(J_x^2+J_y^2=X-J_z^2\), the terms for \(x\) and \(y\) are each minus one half of it. Therefore

\[
\Delta\chi=\chi_{zz}-\chi_{xx}=-\frac{\mu_0g_J^2\mu_B^2\,\alpha_Ja\,X(4X-3)}{10(kT)^2}.
\]

The three corrections add to zero. In a tumbling molecule the contact shift depends on the average of the three spin responses, so at this order it has no crystal-field correction. The anisotropy varies as \(1/T^2\): one factor \(1/kT\) comes from orienting the moment and one from the unequal population of the crystal-field states.

Place the nucleus at distance \(r\) in the direction \(\mathbf u\), at angle \(\theta\) to the crystal-field axis, and treat the ion as a point dipole \(\mathbf m=\chi\mathbf B_0/\mu_0\). For small shifts the component of the dipole field along \(\mathbf B_0=B_0\mathbf n\) matters:

\[
\frac{\delta B}{B_0}=\frac{1}{4\pi r^3}\left[3(\mathbf n\cdot\mathbf u)(\mathbf u\cdot\chi\mathbf n)-\mathbf n\cdot\chi\mathbf n\right].
\]

Tumbling replaces \(n_an_b\) by \(\delta_{ab}/3\), leaving \(\mathbf u\cdot\chi\mathbf u-\tfrac13\mathrm{Tr}\chi\) in the bracket. For axial \(\chi\) this is \(\Delta\chi(\cos^2\theta-\tfrac13)\), so

\[
\delta_{\rm pc}=\frac{\Delta\chi\,(3\cos^2\theta-1)}{12\pi r^3}.
\]

All properties of the ion enter through \(c=g_J^2X(4X-3)\alpha_J\), which is \(-181.3\) for Dy. Scaling to \(-100\) for Dy, \(C=100\,c/|c_{\rm Dy}|\), we have

\[
\delta_{\rm pc}=G\,C,\qquad
G=-\frac{\mu_0\mu_B^2\,a\,|c_{\rm Dy}|\,(3\cos^2\theta-1)}{12000\,\pi r^3(kT)^2}.
\]

Let \(\delta\) now be the measured shift minus that of a diamagnetic complex of the same structure. If \(A\), \(r\), \(\theta\) and \(a\) are the same along the series, then at fixed temperature \(\delta=Fs+GC\) with \(F\) and \(G\) independent of the ion. Division by \(s\) or by \(C\) gives Reilley's two linear forms:

\[
\frac{\delta}{s}=F+G\,\frac{C}{s},\qquad
\frac{\delta}{C}=G+F\,\frac{s}{C}.
\]

In the first, the intercept is the contact factor and the slope the pseudocontact factor; in the second they change places. Two ions suffice in principle. Solving the two equations for ions 1 and 2,

\[
F=\frac{\delta_1C_2-\delta_2C_1}{s_1C_2-s_2C_1},\qquad
G=\frac{s_1\delta_2-s_2\delta_1}{s_1C_2-s_2C_1}.
\]

The denominator vanishes when the ions have equal \(C/s\), so a useful series must spread this ratio. Further ions test the assumption that \(F\) and \(G\) are constant.

The two forms weight errors differently. An ordinary least-squares fit of the first minimises \(\sum(\delta-Fs-GC)^2/s^2\), and of the second the same sum with \(1/C^2\). The first therefore emphasises ions with small \(|s|\), such as Ce, and the second those with small \(|C|\), such as Nd. If all shifts have the same uncertainty, a direct fit of \(\delta\) to \(s\) and \(C\) avoids this uneven weighting, but it does not protect against errors of the linear law itself. Gd has \(L=0\), hence \(C=0\) in this model: it cannot enter the second form, but in the first it gives \(F=\delta/s\) directly. In practice the slowly relaxing spin of Gd broadens the lines of nearby nuclei, for a proton at 5 Å by an amount that can be comparable with the shift, so this point is often not measurable.

For the model complex take a proton with \(A/h=0.05\) MHz, \(r=5\) Å, \(\theta=30^\circ\), \(T=300\) K and \(a=20\) cm⁻¹. The microscopic formulas give \(F=0.8765\) ppm and \(G=-0.1204\) ppm. For Dy the linear law predicts

\[
\delta=0.8765\times28.33+0.1204\times100=24.83+12.04=36.87\ {\rm ppm}.
\]

To test the linearisation, the shifts themselves were computed without it, from the diagonalised level in crystal field and magnetic field, averaged over orientations. This gives 37.00 ppm for Dy. Combining it with \(-0.316\) ppm for Yb, for which \(s=2.571\) and \(C=21.61\),

\[
F=\frac{37.00\times21.61-0.316\times100}{28.33\times21.61+2.571\times100}=0.883\ {\rm ppm},
\]

and likewise \(G=-0.120\) ppm. This pair of shifts, one of them nearly zero, thus recovers both factors to within 1 per cent; not every pair does as well. Fitting all nine ions Ce, Pr, Nd and Tb to Yb gives \(F=0.878\), \(G=-0.1202\) ppm from the first form and \(F=0.877\), \(G=-0.1207\) ppm from the second. These shifts keep only the lowest level \(J\). If the whole \(LS\) multiplet is kept while the fit still uses the single-level \(s\) and \(C\), the two forms give \(F=0.872\) and 0.853 ppm for the parameter 1500 cm⁻¹, and 0.863 and 0.835 ppm for realistic spin-orbit parameters; fitting with the effective \(s\) brings \(F\) back to within 1 per cent.

The agreement rests on a weak crystal field of rank 2 only. Real ligand fields also contain terms of rank 4 and 6 and commonly split the level by an amount comparable with \(kT\) at room temperature. Such terms drop out at first order, because their trace with \(J_a^2\) vanishes, but not at higher order: adding \(300\ {\rm cm}^{-1}\sum_iP_4(\cos\theta_i)\), with \(P_4\) the Legendre polynomial, to the field with \(a=20\) cm⁻¹ changes the pseudocontact shifts by up to 21 per cent. Consider now the rank-2 field alone. In Dy, \(O\) runs from \(-63\) to 105, so the level is split by \(168\times0.00635\times20=21\) cm⁻¹, a tenth of \(kT\). With \(a=200\) cm⁻¹ the splitting is 213 cm⁻¹, slightly above \(kT\), and the pseudocontact shifts of the nine ions differ from their first-order values by 4 to 14 per cent. The first form then yields \(F=1.04\) ppm, 19 per cent above the true value, and the second 0.92 ppm, 5 per cent above. The slopes and intercepts representing \(G\) are less affected: \(-1.154\) and \(-1.217\) ppm, against the first-order value \(-1.204\) ppm. The contact factor is vulnerable here because it is the smaller part: at Yb, \(GC/s\) is about \(-10\) ppm, so a 1 per cent error in it is already 0.1 ppm, or 12 per cent of \(F\). A disagreement between the two forms on the same data, if larger than the measurement errors can explain, is a warning that the linear law is not accurately obeyed.

Temperature offers a second check. As long as only the lowest level matters, \(s\) and \(C\) do not depend on temperature. The contact shift then varies as \(1/T\) and the pseudocontact shift, to first order in the crystal field, as \(1/T^2\), if \(A\), \(a\) and the structure do not change. Between 300 and 600 K the computed contact shift of Dy falls by a factor 2.000 and the pseudocontact shift by 4.02; the small excess over 4 shows the higher orders in the crystal field. For the light ions the other levels spoil this check: with realistic spin-orbit parameters the contact shifts of Ce and Nd fall by a factor of about 2.3 over the same range.

A change of structure along the series can break the line, unless the changes in \(r\) and \(\theta\) compensate in \(G\). If \(\theta\) is \(40^\circ\) for Tb to Yb but \(30^\circ\) for Ce to Nd, the slopes of the first form should be in the ratio of the angular factors, 0.608. The separate fits give 0.598, with intercepts of 0.879 and 0.877 ppm. If instead the geometry stays fixed and \(a\) is 1.5 times larger for the late ions, the slope ratio is 1.47, and again the intercept hardly moves. A break in slope therefore does not prove a change of geometry. Even with nothing changed the ratio is 0.983, so in this model a break of 2 per cent has no structural meaning; with \(a=200\) cm⁻¹ the ratio for an unchanged structure is already 0.87.

Several nuclei in the same complex help to decide. For nuclei 1 and 2 the crystal-field parameter cancels from

\[
\frac{G_1}{G_2}=\frac{(3\cos^2\theta_1-1)\,r_2^3}{(3\cos^2\theta_2-1)\,r_1^3}.
\]

A change of \(a\) multiplies every \(G\) by the same factor and leaves such ratios alone, whereas a movement of the nuclei generally alters them. A change of \(A\), by contrast, moves \(F\) and leaves \(G\) unchanged, so it shows in the intercept of the first form. The numerical output lists the ion factors, the separate shifts and the fitted lines.

## Computed values

```
T = 300 K, kT = 208.51 cm^-1
Spin-orbit parameter (table) = 1500 cm^-1
Eu: first excited level at 250.0 cm^-1
Ion  L  S  J  g_J  s(one level)  s(multilevel)  alpha_J  C
Ce 3 0.5 2.5 0.8571 -1.071 -1.026 -0.057143 -6.48
Pr 5 1.0 4.0 0.8000 -3.200 -3.067 -0.021010 -11.42
Nd 6 1.5 4.5 0.7273 -4.909 -4.620 -0.006428 -4.45
Sm 5 2.5 2.5 0.2857 -1.786 -0.100 0.041270 n/a
Eu 3 3.0 0.0 n/a 0.000 10.554 n/a n/a
Gd 0 3.5 3.5 2.0000 31.500 31.500 0.000000 0.00
Tb 3 3.0 6.0 1.5000 31.500 31.911 -0.010101 -86.86
Dy 5 2.5 7.5 1.3333 28.333 28.642 -0.006349 -100.00
Ho 6 2.0 8.0 1.2500 22.500 22.709 -0.002222 -39.29
Er 6 1.5 7.5 1.2000 15.300 15.433 0.002540 32.40
Tm 5 1.0 6.0 1.1667 8.167 8.244 0.010101 52.54
Yb 3 0.5 3.5 1.1429 2.571 2.605 0.031746 21.61
Dy <Sz> at 1 T = -0.02115
Dy g^2 X(4X-3) alpha_J = -181.333
Dy delta chi (formula) = 4.539e-32 m^3
A/h = 0.05 MHz, r = 5.0 angstrom, theta = 30.0 deg
a = 20.0 cm^-1, 3cos^2(theta)-1 = 1.2500
Ion contact/ppm pseudocontact/ppm total/ppm
    then C/s, total/s in ppm, s/C, total/C in ppm
Ce -0.939 0.788 -0.151 | 6.050 0.1406 0.165 0.0232
Pr -2.805 1.389 -1.416 | 3.569 0.4425 0.280 0.1240
Nd -4.303 0.538 -3.764 | 0.907 0.7668 1.102 0.8450
Tb 27.607 10.569 38.177 | -2.757 1.2120 -0.363 -0.4395
Dy 24.832 12.165 36.997 | -3.529 1.3058 -0.283 -0.3700
Ho 19.720 4.750 24.470 | -1.746 1.0875 -0.573 -0.6228
Er 13.409 -3.884 9.526 | 2.118 0.6226 0.472 0.2940
Tm 7.158 -6.254 0.903 | 6.434 0.1106 0.155 0.0172
Yb 2.254 -2.569 -0.316 | 8.403 -0.1228 0.119 -0.0146
Microscopic F, G = 0.8765, -0.1204 ppm
Line delta/s: F, G = 0.8780, -0.1202 ppm
Line delta/C: F, G = 0.8769, -0.1207 ppm
Dy shift ratios 300 K/600 K: contact 2.000, pseudocontact 4.021
Strong field a = 200 cm^-1, first-order G = -1.2039 ppm
  line delta/s: F, G = 1.0395, -1.1540 ppm
  line delta/C: F, G = 0.9186, -1.2174 ppm
Ce-Nd line: F, G = 0.8772, -0.1218 ppm
Tb-Yb, unchanged: F, G = 0.8806, -0.1197 ppm; G ratio 0.983 (expected 1.000)
Tb-Yb, theta 40 deg: F, G = 0.8789, -0.0728 ppm; G ratio 0.598 (expected 0.608)
Tb-Yb, a x 1.5: F, G = 0.8858, -0.1790 ppm; G ratio 1.470 (expected 1.500)
Largest error, determinant test = 1.3e-15
```
